# Capture lengths of random nuclei along a straight substrate step

## Problem

Crystal domains start from nuclei on a long, straight substrate step. The nuclei are points, placed independently and with uniform probability along the step, with mean spacing $L$. All start to grow at the same moment, and their fronts advance along the step at one speed $v$ in both directions. Growth stops where two fronts meet. The length of step that a nucleus finally occupies is its capture length $\lambda$, and $s=\lambda/\langle\lambda\rangle$ is its scaled value.

(a) Show that the capture lengths are bounded by the midpoints between neighbouring nuclei, and that $s$ has the probability density $p(s)=4s\,e^{-2s}$ when each nucleus is counted once.

(b) Find the variance of $s$ and the correlation between the capture lengths of adjacent nuclei.

(c) A point of the step is chosen at random. What is the mean length of the domain in which it lies? A channel of length $\ell L$ is then laid at random along the step. What is the probability that it crosses no meeting line between domains?

(d) Evaluate the results for $L=100$ nm and a channel of 50 nm, rough values for a monolayer of MoS$_2$ grown from the vapour on sapphire. Judge which neglected effects matter.

## Hints

1. Write the capture length in terms of the two gaps beside the nucleus. Each gap is shared by two nuclei.
2. For random placement on a very long step, the number of nuclei in an interval of length $y$ follows a Poisson distribution of mean $y/L$, and the numbers in separate intervals are independent. What is the probability that an interval is empty?
3. For an independent check, stand on the left neighbour of a nucleus and count the nuclei to the right.
4. A random point falls in a long domain more often than in a short one. For the channel, ask what range of starting positions a domain of given length offers.

## Solution

### (a) The distribution

**Midpoints.** Let neighbouring nuclei sit at $x_i<x_{i+1}$. After a time $t$ the right-going front of the first is at $x_i+vt$ and the left-going front of the second is at $x_{i+1}-vt$. They meet when these are equal, at $t=(x_{i+1}-x_i)/(2v)$, and the meeting point is
$$x_i+vt=\frac{x_i+x_{i+1}}{2}.$$
The speed has dropped out. The capture length is the distance between two successive midpoints:
$$\lambda_i=\frac{x_i+x_{i+1}}{2}-\frac{x_{i-1}+x_i}{2}=\frac{(x_i-x_{i-1})+(x_{i+1}-x_i)}{2}.$$
It is half the sum of the two adjacent gaps. Every gap gives one half to each of its two nuclei, so the mean capture length equals the mean gap, $\langle\lambda\rangle=L$. With gaps measured in units of $L$ and called $g_1$ and $g_2$,
$$s=\frac{g_1+g_2}{2}.$$

**Gaps.** Take a nucleus at some point of the step. Because placement is independent, its presence doesn't affect the rest of the step. The gap on its right exceeds $gL$ if the interval of that length beside it is empty. The Poisson probability of finding no nucleus where the mean number is $g$ is $e^{-g}$, so
$$P(g_2>g)=e^{-g},\qquad \text{density}=-\frac{d}{dg}e^{-g}=e^{-g}.$$
The same holds on the left. The two intervals don't overlap, so their counts are independent, and so are $g_1$ and $g_2$.

**Sum of two gaps.** Let $w=g_1+g_2$. For a given $w$, the first gap can have any value from 0 to $w$, and the second must then be $w-g_1$. The density of $w$ is therefore
$$q(w)=\int_0^{w}e^{-g_1}\,e^{-(w-g_1)}\,dg_1=e^{-w}\int_0^{w}dg_1=w\,e^{-w}.$$
Now $w=2s$, and equal probabilities $p(s)\,ds=q(w)\,dw$ with $dw=2\,ds$ give
$$p(s)=2q(2s)=2\,(2s)\,e^{-2s}=4s\,e^{-2s}.$$

**Check by counting.** The nucleus captures more than $sL$ if its left and right neighbours are more than $2sL$ apart. Seen from the left neighbour, this means that the next stretch of length $2sL$ holds at most one nucleus. The mean number there is $2s$, and the Poisson probabilities of zero and one add to
$$P(>s)=e^{-2s}+2s\,e^{-2s}=(1+2s)\,e^{-2s}.$$
Its negative derivative is $-2e^{-2s}+2(1+2s)e^{-2s}=4s\,e^{-2s}$, as before.

The two limits have a direct meaning. For small $s$ the density vanishes in proportion to $s$, because both gaps must be short at once. A single gap, by contrast, has its greatest density at zero. For large $s$ the factor $e^{-2s}$ dominates the decay. Most long domains then come from stretches of length $2sL$ that hold exactly one nucleus, which are $2s$ times as probable as empty ones.

### (b) Variance and correlation

With $\int_0^\infty s^{n}e^{-2s}ds=n!/2^{n+1}$, the moments are
$$\langle s^k\rangle=4\,\frac{(k+1)!}{2^{k+2}}=\frac{(k+1)!}{2^{k}}.$$
Hence the norm is 1, the mean is 1, as the scaling requires, and $\langle s^2\rangle=3/2$. The variance is $3/2-1=1/2$.

Adjacent nuclei have $s=(g_1+g_2)/2$ and $s'=(g_2+g_3)/2$. They share $g_2$, and the other gaps are independent, so the covariance is $\tfrac14\mathrm{Var}(g_2)$. For the exponential density $\langle g^2\rangle=2$ and $\langle g\rangle=1$, so $\mathrm{Var}(g_2)=1$. The correlation is
$$\frac{1/4}{1/2}=\frac12.$$
Capture lengths measured one after another along a step are therefore not independent data. The sum of $n$ consecutive values contains $n-1$ whole gaps and two half gaps, so the variance of their mean is
$$\frac{(n-1)+2\cdot\frac14}{n^2}=\frac{n-\frac12}{n^2}.$$
For large $n$ this is twice the value $1/(2n)$ that independent values would give.

### (c) Random points and random channels

A random point hits a domain with a probability proportional to its length. The density of domain lengths seen from step points is thus $s\,p(s)$, already normalised because $\langle s\rangle=1$. The mean seen in this way is
$$\int_0^\infty s\cdot s\,p(s)\,ds=\langle s^2\rangle=\frac32,$$
or $3L/2$. A histogram taken over nuclei and one taken over step points are different quantities, and $4s\,e^{-2s}$ describes the first.

A channel of scaled length $\ell$ fits inside a domain of length $s>\ell$ if its left end lies in a stretch of length $s-\ell$. There is one domain per unit of scaled length on average, so the probability of a channel without a meeting line is
$$C(\ell)=\int_\ell^\infty (s-\ell)\,p(s)\,ds.$$
Since $p=-dP(>s)/ds$, integration by parts gives
$$C(\ell)=\Big[-(s-\ell)P(>s)\Big]_\ell^\infty+\int_\ell^\infty P(>s)\,ds.$$
The bracket vanishes at both ends. The derivative of $-(1+s)e^{-2s}$ is $-e^{-2s}+2(1+s)e^{-2s}=(1+2s)e^{-2s}$, so
$$C(\ell)=\int_\ell^\infty(1+2s)e^{-2s}ds=(1+\ell)\,e^{-2\ell}.$$
For a short channel, $C\approx(1+\ell)(1-2\ell)\approx1-\ell$. The loss is then the channel length times the density of meeting lines, $1/L$.

### (d) Numbers and their reading

For $L=100$ nm the standard deviation of the capture length is $100\sqrt{1/2}=70.7$ nm, so domains of very different length are normal in this model. The density is greatest where $dp/ds=4(1-2s)e^{-2s}=0$, at $s=1/2$ or 50 nm. The median solves $(1+2s)e^{-2s}=1/2$, which gives 83.9 nm. The fraction of domains shorter than $L/2$ is $1-2e^{-1}=0.264$, and the fraction longer than $2L$ is $5e^{-4}=0.092$. A random step point lies in a domain of mean length 150 nm. The 50 nm channel has $\ell=0.5$ and
$$C=1.5\,e^{-1}=0.552.$$

As a test, $10^6$ nuclei were placed at uniform random positions and the capture lengths were taken from the midpoints. The cumulative distribution differed from $1-(1+2s)e^{-2s}$ by at most 0.0009, and channels laid at random on the same step were free of meeting lines in a fraction 0.552 of cases. The numerical output also lists the fractions by interval of $s$.

**Neglected effects.** The three estimates keep $L=100$ nm and a common start of growth, and change one assumption at a time. Nuclei may form one after another, provided that this takes far less time than the growth.

*Depleted zone.* A nucleus consumes material around it, which hinders a second nucleus close by. Suppose that none can form within 10 nm of an existing one. If a gap is then 10 nm plus an exponential part of mean 90 nm, the variance of $s$ falls to $0.9^2/2=0.405$. Placing nuclei one by one and rejecting those too close gave 0.41, which agrees within the sampling error of about 0.005. The fraction of domains shorter than $L/2$ fell from 0.264 to about 0.22. The gap law above gives $1-(1+8/9)e^{-8/9}=0.223$, since $s<0.5$ then corresponds to an ideal value below $4/9$.

*Unequal speeds.* If right-going fronts are faster than left-going ones by a factor 1.2, the left nucleus of each gap takes the share $f=1.2/2.2$. A capture length is then $(1-f)g_1+f g_2$, with variance
$$(1-f)^2+f^2=\tfrac12+2\left(f-\tfrac12\right)^2=0.504.$$
The change is of second order in the asymmetry and can be ignored here.

*Growth from elsewhere.* Let the next step lie at a distance $W=300$ nm, and let domains spread over the terrace at the speed $v$ too. A domain from that step needs at least the time $W/v$ to arrive. A point of our step is still free at that time if no nucleus of its own step lies within $W$ on either side, which has probability $e^{-2W/L}=e^{-6}=0.0025$. This is an upper bound on the share of step lost to adjacent steps, and a simulation in the plane gave about 0.002. With nuclei on the terraces as well, 5% as many as on the steps, the lost share rose to 0.026.

**The real case.** Nucleus spacings in vapour growth of MoS$_2$ vary widely with the growth conditions, so 100 nm is one rough choice. The terrace width depends on the miscut of the sapphire and on the height of its steps. With single steps 0.22 nm high, 300 nm corresponds to a miscut of about 0.04°. At 0.2° such terraces are only about 60 nm wide, and wider ones require steps that have bunched together. On terraces no wider than $L$, the bound $e^{-2W/L}$ is no longer small, and the one-dimensional picture can't be relied on. The depleted zone matters for the spread of lengths, since even the assumed width of 10 nm lowers the variance by about a fifth. The channel is less sensitive. With the same gap law, $s$ is 0.1 plus 0.9 times its ideal value, so the probability becomes $0.9\,C(4/9)=0.534$ instead of 0.552. If growth is limited by the supply of material along the surface, the front speeds also depend on the neighbouring domains, an effect not estimated here. Unequal speeds hardly change the variance, and growth from elsewhere takes less than 3% of the step for the values used. The number 0.552 is also not a device yield. It applies to a narrow channel that runs along the step, and a meeting line need not be a defect, since two domains of the same orientation and registry can join into one crystal.

## Variation 1: a fixed, small number of nuclei

*Exactly $N\ge3$ nuclei are placed at random on a closed line of length $NL$. How does the distribution change?*

Count again from the left neighbour. The other $N-1$ nuclei are independent and uniform, and each falls in the next stretch of length $2sL$ with probability $u=2sL/(NL)=2s/N$. At most one may do so:
$$P_N(>s)=(1-u)^{N-1}+(N-1)\,u\,(1-u)^{N-2}.$$
In the derivative with respect to $u$, the terms $\mp(N-1)(1-u)^{N-2}$ cancel and $-(N-1)(N-2)u(1-u)^{N-3}$ remains. With $du/ds=2/N$,
$$p_N(s)=4s\,\frac{(N-1)(N-2)}{N^2}\left(1-\frac{2s}{N}\right)^{N-3},\qquad 0\le s\le \frac N2.$$
For $N\to\infty$ at fixed $s$ the fraction tends to 1 and the power to $e^{-2s}$, which restores $4s\,e^{-2s}$.

For the variance, use $\int_0^1u^3(1-u)^{N-3}du=3!\,(N-3)!/(N+1)!$. Then
$$\langle u^2\rangle=(N-1)(N-2)\frac{6\,(N-3)!}{(N+1)!}=\frac{6}{N(N+1)},$$
$$\langle s^2\rangle=\frac{N^2}{4}\langle u^2\rangle=\frac{3N}{2(N+1)}.$$
The mean is still 1, because the $N$ capture lengths fill the line, so
$$\mathrm{Var}(s)=\frac{3N}{2(N+1)}-1=\frac{N-2}{2(N+1)}.$$
For $N=20$ this is $18/42=0.429$ instead of 0.5, and random placement gave 0.428. The largest shift of the cumulative distribution is about 0.020. The variance is thus lower by one seventh, while the fraction of domains below any given length changes by about 0.020 at most.

## Variation 2: nucleation spread over time

*Sites now become active at random times, uniformly over a window $T$, with mean spacing $L$ between sites. A site already covered by a domain produces no nucleus. What fraction of sites is lost?*

A site active at time $t$ is covered if another site, active at $t'<t$, lies within $v(t-t')$. That other site may itself have been covered, but then the domain that covered it started earlier still. Either that domain has also reached the first site, or it was blocked on the way by another domain, whose front would reach the first site sooner still. The same argument then applies to the blocking domain, and repeating it leads to a domain that has covered the first site. All sites may therefore be counted. Their density per length and time is $1/(LT)$, and the mean number able to cover the given site is
$$\frac{1}{LT}\int_0^t 2v(t-t')\,dt'=\frac{vt^2}{LT}=a\,u^2,\qquad a=\frac{vT}{L},\quad u=\frac tT.$$
The site is free with the Poisson probability $e^{-au^2}$. Averaging over $u$, which is uniform from 0 to 1, gives the lost fraction
$$c=1-\int_0^1e^{-au^2}du\approx\frac a3-\frac{a^2}{10}\qquad(a\ll1).$$

For $v=0.5$ nm/s, $T=30$ s and $L=100$ nm, $a=15/100=0.15$ and $c=0.0478$, and a simulation gave the same value. The surviving nuclei share the whole step, so their mean capture length is $L/(1-c)=100/0.9522=105.0$ nm.

Scaled by this new mean, the simulated variance is 0.457, below 0.5. Two changes compete. A nucleus that starts earlier pushes the meeting point away from itself by $v/2$ times the difference in starting times. If no site were lost, each capture length would change by $v(t_{i+1}+t_{i-1}-2t_i)/2$. Each starting time has variance $T^2/12$, so this adds $\tfrac{v^2}{4}(1+1+4)\tfrac{T^2}{12}=(vT)^2/8$, or $a^2/8\approx0.003$ in scaled form. That is a slight broadening. The net narrowing must therefore come from the lost sites, which are those with a close neighbour. Late nucleation thus makes short gaps rarer, though it doesn't exclude them as the depleted zone does, and the law $4s\,e^{-2s}$ is recovered when $vT\ll L$.

## Table of computed values

```
INPUTS (rough values)
mean nucleus spacing L: 100 nm
terrace width: 300 nm
edge speed: 0.5 nm/s
nucleation window: 30 s
depleted zone: 10 nm
right/left speed ratio: 1.2
terrace nuclei per step nucleus: 0.05
channel length: 50 nm
IDEAL MODEL
number of nuclei sampled: 1000000
largest CDF difference, sample - formula: 0.0009
correlation of adjacent gaps, sampled: -0.001
correlation of adjacent capture lengths: 0.500
variance of s, sampled: 0.500
standard deviation of capture length: 70.7 nm
most probable capture length: 50 nm
median capture length: 83.9 nm
fraction shorter than L/2: 0.264
fraction longer than 2L: 0.092
interval of s: fraction from formula, from sample
  0.0 to 0.5: 0.2642, 0.2646
  0.5 to 1.0: 0.3298, 0.3289
  1.0 to 1.5: 0.2069, 0.2072
  1.5 to 2.0: 0.1076, 0.1078
  2.0 to 3.0: 0.0742, 0.0741
mean domain length at a random step point: 149.9 nm
channel without meeting line, formula: 0.552
channel without meeting line, sample: 0.552
NEGLECTED EFFECTS (ideal variance of s is 0.5)
fixed number on closed line, N: 20
  variance of s, formula: 0.429
  variance of s, sample: 0.428
  largest CDF shift from the limit: 0.020
depleted zone, variance of s: 0.41
  fraction shorter than L/2: 0.221
spread nucleation, covered sites, sample: 0.0478
  covered sites, formula: 0.0478
  mean capture length: 105.0 nm
  variance of s: 0.457
unequal speeds, variance of s: 0.504
step share lost to adjacent steps, sample: 0.0021
  estimate exp(-2W/L): 0.0025
step share lost with terrace nuclei too: 0.026
```
